Polarization Induced by a Nonpolar Distortion: An Improper Ferroelectric Exercise

**The problem**

A crystal has a nonpolar distortion of amplitude Q, which is its primary order parameter. The distortion is coupled to the polarization P along one axis. At zero macroscopic electric field, the part of the energy density that depends on P is

f(P; Q) = aP²/2 + cQ²P²/2 − gQ³P, with a > 0, c > 0, g > 0.

The distortion has more than one component, and Q is its signed amplitude along one direction in the space of these components. This direction stays fixed throughout. Symmetry is assumed to forbid couplings of the form QP and Q²P, so that Q³P is the lowest coupling linear in P. With a single component this would be impossible: every symmetry operation would turn Q into Q or −Q, so Q³ would transform like Q, and QP would be allowed whenever Q³P is. The energy is unchanged when Q and P both change sign. Q is held fixed while P adjusts.

(a) Find the P that minimizes f, and show that the minimum is unique.

(b) Find the leading dependence of P on Q for small and for large |Q|, with the error of each law. Which term in the energy causes the difference?

(c) Find the amplitude Q* > 0 at which the two limiting laws intersect. What is P there, and how wide is the region in which neither law is good to 10%?

(d) For Q > 0, find the local exponent n = d ln P/d ln Q.

(e) Find the energy gained by letting P adjust.

(f) Evaluate the results for a = 1 hartree bohr/e², c = 4 hartree/(e² bohr) and g = 0.016 hartree/(e bohr⁴). Here Q is in bohr, P in e/bohr² and f in hartree/bohr³. These are round model parameters and describe no particular material.

**Hints**

1. At fixed Q, the energy is a quadratic function of P. Collect the two terms in P² into one stiffness.

2. The stiffness is a sum of a constant and a term that grows with Q. Ask which of the two dominates in each limit.

3. Measure Q in units of the amplitude at which the two parts of the stiffness are equal. The errors of the limiting laws then depend on a single number.

4. For the exponent, take the logarithm of P before differentiating. For the energy, use the stationarity condition to remove one factor of P.

**Solution**

**(a) The minimum.** Define the stiffness

K = a + cQ².

The energy becomes

f = KP²/2 − gQ³P.

Its derivative with respect to P at fixed Q is

∂f/∂P = KP − gQ³.

Setting this to zero gives

P = gQ³/K = gQ³/(a + cQ²).

To see that this is the unique minimum, call this value P₀, so that gQ³ = KP₀, and complete the square:

f = KP²/2 − KP₀P = (K/2)(P − P₀)² − KP₀²/2.

Since a and c are positive, K is positive for every real Q. The squared term therefore raises the energy for any P other than P₀.

Two physical points follow. First, P is odd in Q, so reversing the distortion reverses the polarization. Second, P vanishes when Q = 0, because the energy is then aP²/2 with a > 0. The polar mode has no instability of its own. The term −gQ³P acts on it like an electric field of strength gQ³, and the polarization is the response to that field. This is what makes the ferroelectricity improper: P is a consequence of Q and not the primary order parameter.

**(b) The two limits.** The two parts of K are equal when cQ² = a. Define the dimensionless amplitude

x = Q√(c/a), so that x² = cQ²/a and K = a(1 + x²).

Taking a out of the denominator gives

P = (g/a)Q³ · 1/(1 + x²).

For |x| ≪ 1 the last factor tends to 1, and

P ≈ (g/a)Q³.

Taking cQ² out of the denominator instead, K = cQ²(1 + 1/x²), gives for Q ≠ 0

P = (g/c)Q · 1/(1 + 1/x²) = (g/c)Q · x²/(1 + x²).

For |x| ≫ 1 the last factor tends to 1, and

P ≈ (g/c)Q.

The polarization thus crosses over from a cubic to a linear dependence on Q. The change is smooth, because the denominator a + cQ² never vanishes for real Q. There is no phase transition between the two regimes.

The factors also give the errors. Relative to the true P, the cubic law is too large by

(g/a)Q³/P − 1 = x²,

and the linear law is too large by

(g/c)Q/P − 1 = 1/x².

The linear law is a line through the origin, and P approaches that line itself, not a parallel one. The remaining distance is

(g/c)Q − P = (g/c)Q · 1/(1 + x²) = gaQ/[c(a + cQ²)],

which falls as ga/(c²Q) for large Q.

The cause of the crossover is the term cQ²P²/2. The driving field gQ³ is cubic at every amplitude. At small Q it works against the constant stiffness a, and the response is cubic. At large Q the distortion has stiffened the polar mode in proportion to Q², and two of the three powers of Q cancel. If c = 0, the result of part (a) is P = (g/a)Q³ at every Q, and this truncated energy has no linear regime.

The linear law also depends on the truncation of the energy. Three omitted terms show how.

A term −g′Q⁵P adds g′Q⁵ to the driving field. It is negligible while |g′|Q² ≪ g. If it dominated at large Q while the stiffness was still cQ², P would be cubic again.

A term c′Q⁴P²/2 adds c′Q⁴ to the stiffness. It is negligible compared with cQ² while |c′|Q² ≪ c. A linear regime is therefore visible if there is a range of Q well above √(a/c) in which both conditions hold.

A term bP⁴/4 with b > 0 adds bP³ to the stationarity condition. Compared with KP, evaluated at the solution found above, its size is

bP²/K = bg²Q⁶/(a + cQ²)³ = (bg²/c³)[x²/(1 + x²)]³.

The bracket is smaller than 1, so this term is a small correction at all Q if bg² ≪ c³. Even when it is not small, the large-Q law stays linear. Neglecting a, the condition bP³ + cQ²P = gQ³ is solved by P = λQ with bλ³ + cλ = g. The slope λ is then smaller than g/c. The quartic term can also produce a linear law on its own: with c = 0 the same condition gives λ = (g/b)^(1/3). A cubic-to-linear crossover seen in data therefore does not by itself show that the Q²P² term is its cause.

**(c) The crossover point and its width.** The limiting laws intersect at a nonzero Q when

(g/a)Q³ = (g/c)Q.

Dividing by gQ gives Q²/a = 1/c, so the positive solution is

Q* = √(a/c).

This is the amplitude at which the two parts of the stiffness are equal, and x = Q/Q*. At x = 1 both correction factors are 1/2. The true polarization is half the common value of the two laws:

P(Q*) = gQ*³/(2a) = gQ*/(2c).

Take "good to 10%" to mean that the true P is at least 90% of the value given by the law. For the cubic law this requires

1/(1 + x²) ≥ 9/10, so 1 + x² ≤ 10/9 and x ≤ 1/3.

For the linear law it requires

x²/(1 + x²) ≥ 9/10, so 10x² ≥ 9 + 9x² and x ≥ 3.

Neither law is good to 10% between Q*/3 and 3Q*. This is a factor of 9 in Q, or about one decade. If the error is instead measured relative to the true P, as in part (b), the limits are x² = 1/10 and x² = 10, that is x = 0.316 and 3.16, a factor of 10. Data confined to such a range would not show either limiting power clearly.

**(d) The local exponent.** For Q > 0 the polarization is positive, and

ln P = ln g + 3 ln Q − ln(a + cQ²).

Since d/d ln Q = Q d/dQ, the last logarithm contributes

Q · 2cQ/(a + cQ²) = 2x²/(1 + x²).

Therefore

n = 3 − 2x²/(1 + x²) = 1 + 2/(1 + x²).

The exponent decreases steadily from 3 to 1 and equals 2 at Q*. The value 2 does not signal a quadratic regime, since n keeps changing as Q passes through Q*.

The crossover is symmetric on a logarithmic scale. Replacing x by 1/x gives

n(1/x) = 1 + 2x²/(1 + x²),

and the sum is n(x) + n(1/x) = 2 + 2(1 + x²)/(1 + x²) = 4. The mean exponent over any interval of ln Q centred on ln Q* is therefore 2.

**(e) The energy gain.** At the minimum KP = gQ³, so KP²/2 = gQ³P/2. Substituting this into f gives

f_min = gQ³P/2 − gQ³P = −gQ³P/2 = −g²Q⁶/[2(a + cQ²)].

Half of the coupling energy is spent on polarizing the crystal. Without the polarization f would be zero, so the gain is −f_min. The limits are

f_min ≈ −g²Q⁶/(2a) for |Q| ≪ Q*,

f_min ≈ −g²Q⁴/(2c) for |Q| ≫ Q*.

At small amplitude the polarization lowers the energy at sixth order in Q and leaves the quadratic and quartic terms of the Q potential unchanged. At large amplitude the gain grows as Q⁴ and competes with a quartic term. This matters when Q is free to relax, as in the second variation.

**(f) Numbers.** The crossover amplitude is

Q* = √(1/4) bohr = 0.5 bohr.

The limiting laws have the coefficients g/a = 0.016 e/bohr⁵ and g/c = 0.004 e/bohr³. At Q* the driving field is 0.016 × 0.5³ = 0.002 hartree/(e bohr), and the stiffness is 1 + 4 × 0.25 = 2 hartree bohr/e². Hence

P(Q*) = 0.002/2 = 0.001 e/bohr², or 0.057 C/m².

The values below were found by searching the energy f for its lowest point, without use of the formula for P:

Q = 0.05 bohr: P = 1.98 × 10⁻⁶ e/bohr², n = 2.98
Q = 0.167 bohr: P = 6.67 × 10⁻⁵ e/bohr², n = 2.80
Q = 0.5 bohr: P = 1.00 × 10⁻³ e/bohr², n = 2.00
Q = 1.5 bohr: P = 5.40 × 10⁻³ e/bohr², n = 1.20
Q = 5 bohr: P = 1.98 × 10⁻² e/bohr², n = 1.02

The first row can be checked by hand. The driving field is 0.016 × 0.05³ = 2.00 × 10⁻⁶, the stiffness is 1 + 4 × 0.0025 = 1.01, and their ratio is 1.98 × 10⁻⁶. The true P is 99% of the cubic law. In the last row the stiffness is 1 + 4 × 25 = 101 and P = 2/101 = 0.0198, which is 99% of the linear law. An amplitude of 5 bohr is comparable to a distance between atoms. That row illustrates the limit of the model and is not a realistic distortion.

From the second row to the fourth, Q grows by a factor of 9 and P by a factor of 81 = 9². This is the mean exponent 2 derived in part (d). The cubic law would give a factor of 729 and the linear law a factor of 9.

At Q* the energy is f_min = −0.002 × 0.001/2 = −1.0 × 10⁻⁶ hartree/bohr³. As a control, setting c = 0 and keeping the other parameters gives a local exponent of 3.00 at Q = 5 bohr, where the full model gives 1.02.

**Variation 1: an applied field**

A macroscopic field E along the polar axis adds −EP to the energy. Q is still held fixed. Find the response of P, and decide whether the field can switch the polarization permanently.

The stationarity condition is now KP − gQ³ − E = 0, so

P = (gQ³ + E)/(a + cQ²), dP/dE = 1/(a + cQ²).

The response is finite at every Q, and it is largest at Q = 0, where it equals 1/a. It does not diverge where Q first appears, in contrast to a polar instability, for which the stiffness of P itself would go to zero. In the example dP/dE falls from 0.99 e²/(hartree bohr) at Q = 0.05 bohr to 0.50 at Q* and 0.0099 at Q = 5 bohr. This is the same stiffening that produces the linear law. These are responses at fixed Q. If Q can relax, as in the second variation, the field also shifts Q, and the response gains a positive term (dP/dQ)²/(d²F/dQ²). With the parameters used there, the total is 0.86 at Q* instead of 0.50, and it reaches about 1.05, above 1/a, near Q = 0.26 bohr. It stays finite and tends to 1/a as Q goes to zero.

The polarization vanishes at E = −gQ³ and has the opposite sign beyond that field. At Q* this field is −0.002 hartree/(e bohr), about 1.0 × 10⁹ V/m in magnitude, which is of the order of the breakdown field of good insulators. This is not switching, however. When the field is removed at fixed Q, P returns to the single minimum gQ³/K. With the direction of the distortion fixed, a permanent reversal of P requires a reversal of Q. If the direction can turn, other paths exist: for a two-component distortion whose coupling varies as cos 3θ, a turn by 60° already reverses P.

**Variation 2: a distortion that relaxes**

Let Q have its own potential −AQ²/2 + BQ⁴/4 with A > 0 and B > 0, at zero field. Does the crossover survive when Q and P are minimized together?

The added potential does not contain P, so the condition ∂f/∂P = 0 is unchanged. The relation P = gQ³/(a + cQ²) holds at the joint minimum as well. What changes is the value of Q. Inserting f_min gives an energy for Q alone:

F(Q) = −AQ²/2 + BQ⁴/4 − g²Q⁶/(2K).

For large Q the last term tends to −g²Q⁴/(2c). With k = g²/c, the total quartic term is then (B − 2k)Q⁴/4. If B < 2k, the energy has no lower bound, and the model needs higher-order terms. Assume B > 2k.

The derivative of the last term follows from the quotient rule with dK/dQ = 2cQ:

d(Q⁶/K)/dQ = (6Q⁵K − 2cQ⁷)/K² = Q⁵(6a + 4cQ²)/K².

Hence

dF/dQ = Q[BQ² − g²Q⁴(3a + 2cQ²)/K² − A].

Let u = x², so that Q² = (a/c)u and K = a(1 + u). The first two terms in the bracket become

R(u) = (a/c)[Bu − k u²(3 + 2u)/(1 + u)²].

Since (2u − 1)(1 + u)² = 2u³ + 3u² − 1, the fraction can be divided out:

R(u) = (a/c)[Bu − k(2u − 1 + 1/(1 + u)²)].

Its derivative is

dR/du = (a/c)[B − 2k + 2k/(1 + u)³] > 0.

R rises from zero without limit, so R(u) = A has one solution for each A > 0. For Q > 0, dF/dQ = Q(R − A) is negative below this solution and positive above it, which makes it a minimum. The state with −Q and −P has the same energy. As A grows, Q passes continuously through Q*, and the crossover survives.

For small u, R ≈ BQ², so P ≈ (g/a)(A/B)^(3/2). For large u, R ≈ (B − 2k)Q², so P ≈ (g/c)[A/(B − 2k)]^(1/2). If A is proportional to Tc − T, as in mean-field theory, and the other coefficients are constant, the exponent of P in Tc − T changes from 3/2 to 1/2 on cooling, provided that A becomes large enough. The change need not be monotonic. For small u the exponent d ln P/d ln A is 3/2 + u[9k/(2B) − 1], so it first rises if 9k > 2B. With the values of the example below it reaches about 1.55 near Q = 0.26 bohr and is still 1.36 at Q*.

In the example k = 0.016²/4 = 6.4 × 10⁻⁵ hartree/bohr⁷. The choice B = 2.0 × 10⁻⁴ exceeds 2k = 1.28 × 10⁻⁴ in the same unit. To place the minimum at Q*, set u = 1:

A = 0.25 × [2.0 × 10⁻⁴ − 6.4 × 10⁻⁵ × 1.25] = 3.0 × 10⁻⁵ hartree/bohr⁵.

A joint search of the energy for this A gives Q = 0.500 bohr and P = 0.00100 e/bohr². Without the coupling to P, Q would be √(A/B) = 0.387 bohr. The polarization therefore enlarges the distortion that creates it. For A = 4.953 × 10⁻⁷ hartree/bohr⁵ the enlargement is slight, from 0.0498 to 0.0500 bohr. For A = 1.816 × 10⁻³ it is from 3.01 to 5.00 bohr, a factor of 1.66. The large-Q estimate √[B/(B − 2k)] = √(2.0/0.72) = 1.67 accounts for it. The numerical output following this text lists these values with more digits.

Computed values

```
Model parameters (Hartree atomic units)
a = 1.000 hartree bohr/e^2
c = 4.000 hartree/(e^2 bohr)
g = 0.0160 hartree/(e bohr^4)
crossover amplitude Qstar = 0.5000 bohr
cubic coefficient g/a = 0.01600 e/bohr^5
linear coefficient g/c = 0.00400 e/bohr^3
P at Qstar = 0.001000 e/bohr^2
P at Qstar = 0.05721 C/m^2
1 e/bohr^2 = 57.2148 C/m^2
Polarization from energy minimization at fixed Q
Q/Qstar, Q (bohr), P (e/bohr^2), P/cubic law, P/linear law
  0.1000   0.0500 1.98020e-06 0.99010 0.00990
  0.3333   0.1667 6.66667e-05 0.90000 0.10000
  1.0000   0.5000 1.00000e-03 0.50000 0.50000
  3.0000   1.5000 5.40000e-03 0.10000 0.90000
 10.0000   5.0000 1.98020e-02 0.00990 0.99010
Q/Qstar, local exponent, f_min (hartree/bohr^3), dP/dE (e^2/(hartree bohr))
  0.1000 2.9802 -1.98020e-12 0.99010
  0.3333 2.8000 -2.46914e-09 0.90000
  1.0000 2.0000 -1.00000e-06 0.50000
  3.0000 1.2000 -1.45800e-04 0.10000
 10.0000 1.0198 -1.98020e-02 0.00990
control with c = 0 at Q = 5.00 bohr: local exponent = 3.0000
Relaxed Q with potential -A Q^2/2 + B Q^4/4
B = 2.000e-04 hartree/bohr^7
lower bound requires B > 1.280e-04 hartree/bohr^7
A (hartree/bohr^5), Q (bohr), P (e/bohr^2), Q without coupling (bohr)
4.95263e-07 0.05000 1.98020e-06 0.04976
3.00000e-05 0.50000 1.00000e-03 0.38730
1.81600e-03 5.00000 1.98020e-02 3.01330
```
